# Thermal Broadening of Silicon's Optical Phonon by Two-Phonon Decay: test program

```python
"""Linewidth of an optical phonon that decays into two equal-energy phonons.

Result under test: G(T)/G(0) = 1 + 2 n(w0/2) = coth(w0 / 4kT), where
  G  = full width at half maximum (hbar = 1, so also the population decay rate),
  w0 = optical phonon energy, n = Bose occupation, kT = thermal energy.
Energies are in meV. The occupation factor is extracted from exact dynamics of
three coupled oscillators; the width is measured on a discretized continuum.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import voigt_profile

MEV_PER_CM = const.h * const.c * 100 / const.e * 1000
K_BOLTZMANN = const.k / const.e * 1000          # meV per kelvin
HBAR = const.hbar / const.e * 1000 * 1e12       # meV ps


def bose(energy, kt):
    return 1 / np.expm1(energy / kt)


def weights(energy, kt, size):
    """Boltzmann probabilities of the levels of one oscillator."""
    p = np.exp(-energy * np.arange(size) / kt)
    return p / p.sum()


def summed_number(energy, kt, size=600):
    """Mean occupation from its definition as a thermal sum."""
    return weights(energy, kt, size) @ np.arange(size)


def evolve(total_b, total_c, start, coupling, detuning, time):
    """Exact evolution in the block with fixed Na+Nb and Na+Nc.

    The basis is labelled by Na; 'start' is the initial Na.
    The frame rotates with the optical phonon.
    """
    na = np.arange(min(total_b, total_c) + 1)
    ham = np.diag(detuning * ((total_b + total_c) / 2 - na))
    upper = na[1:]
    hop = coupling * np.sqrt(
        upper * (total_b - upper + 1.0) * (total_c - upper + 1.0))
    ham = ham + np.diag(hop, 1) + np.diag(hop, -1)
    energies, vectors = np.linalg.eigh(ham)
    return vectors @ (np.exp(-1j * energies * time) * vectors[start])


def factor_from_dynamics(energy_b, energy_c, kt, size=32):
    """Thermal factor in the second-order loss of the mean amplitude <a>."""
    coupling, detuning, time = 1e-3, 0.7, 2.0
    p_b, p_c = weights(energy_b, kt, size), weights(energy_c, kt, size)
    amplitude = 0
    for m in range(size):
        for l in range(size):
            low = evolve(m, l, 0, coupling, detuning, time)
            high = evolve(m + 1, l + 1, 1, coupling, detuning, time)
            root = np.sqrt(np.arange(1, len(high)))
            overlap = np.sum(root * low.conj() * high[1:])
            amplitude += p_b[m] * p_c[l] * overlap
    real = quad(lambda s: (time - s) * np.cos(detuning * s), 0, time)[0]
    imag = -quad(lambda s: (time - s) * np.sin(detuning * s), 0, time)[0]
    result = (1 - amplitude) / (coupling**2 * (real + 1j * imag))
    assert abs(result.imag) < 1e-3
    return result.real


def continuum_width(zero_width, factor):
    """Decay rate and spectral full width from a diagonalized pair continuum."""
    spacing, half_band = 0.025, 15.0
    pairs = np.arange(-half_band, half_band + spacing / 2, spacing)
    coupling = np.sqrt(zero_width * spacing / (2 * np.pi) * factor)
    ham = np.diag(np.concatenate(([0.0], pairs)))
    ham[0, 1:] = ham[1:, 0] = coupling
    energies, vectors = np.linalg.eigh(ham)
    step = 0.1
    times = np.arange(1201) * step              # ends before the recurrence
    signal = np.exp(-1j * np.outer(times, energies)) @ vectors[0]**2
    first, last = 20, 120
    rate = -2 * np.log(abs(signal[last] / signal[first]))
    rate /= times[last] - times[first]
    quadrature = np.full(len(times), step)
    quadrature[[0, -1]] = step / 2
    offsets = np.linspace(0, 1, 801)
    phases = np.exp(1j * np.outer(offsets, times))
    spectrum = (phases @ (signal * quadrature)).real
    half = np.argmax(spectrum < spectrum[0] / 2)
    x0, x1 = offsets[half - 1], offsets[half]
    y0, y1 = spectrum[half - 1], spectrum[half]
    crossing = x0 + (y0 - spectrum[0] / 2) / (y0 - y1) * (x1 - x0)
    return rate, 2 * crossing


def ratio_law(energy, temperature):
    return 1 / np.tanh(energy / (4 * K_BOLTZMANN * temperature))


def observed_width(lorentz_width, gauss_width):
    """Full width of a Lorentzian seen through a Gaussian instrument."""
    sigma = gauss_width / np.sqrt(8 * np.log(2))
    gamma = lorentz_width / 2
    peak = voigt_profile(0, sigma, gamma)
    return 2 * brentq(
        lambda x: voigt_profile(x, sigma, gamma) - peak / 2, 0, 5)


# Inputs of the example
wavenumber, temperature, zero_width = 520.0, 300.0, 0.15
split, three_share = 0.35, 0.03
instrument, heating = 0.10, 20.0
w0 = wavenumber * MEV_PER_CM
kt = K_BOLTZMANN * temperature
n_half = bose(w0 / 2, kt)
ratio = ratio_law(w0, temperature)

# Occupation factor: exact oscillator dynamics against the formula
factor_equal = factor_from_dynamics(w0 / 2, w0 / 2, kt)
assert abs(factor_equal - ratio) < 1e-3
assert abs(ratio - 1.8) < 0.05
factor_unequal = factor_from_dynamics(split * w0, (1 - split) * w0, kt)
difference = (1 - 2 * split) * w0
ratio_unequal = np.sinh(w0 / (2 * kt)) / (
    np.cosh(w0 / (2 * kt)) - np.cosh(difference / (2 * kt)))
assert abs(factor_unequal - ratio_unequal) < 1e-3

# Width of the line: measured on the continuum against the formula
rate_cold, width_cold = continuum_width(zero_width, 1.0)
rate_warm, width_warm = continuum_width(zero_width, factor_equal)
for measured, expected in ((rate_cold, zero_width), (width_cold, zero_width),
                           (rate_warm, zero_width * ratio),
                           (width_warm, zero_width * ratio)):
    # finite band of pair energies shifts widths by somewhat under one percent
    assert abs(measured / expected - 1) < 0.015

# Balance of decay and reverse process gives the thermal occupation at w0
balance = n_half**2 / (1 + 2 * n_half)
n_optical = summed_number(w0, kt)
assert abs(balance - n_optical) < 1e-10

# Equal split gives the smallest factor among two-phonon decays
fractions = np.linspace(0.2, 0.8, 61)
scan = [1 + summed_number(f * w0, kt) + summed_number((1 - f) * w0, kt)
        for f in fractions]
assert abs(fractions[np.argmin(scan)] - 0.5) < 1e-9

# Decay into three equal phonons: thermal sum of forward minus reverse
n_third = bose(w0 / 3, kt)
three_factor = 1 + 3 * n_third + 3 * n_third**2
p = weights(w0 / 3, kt, 60)
k = np.arange(60)
i, j, l = k[:, None, None], k[None, :, None], k[None, None, :]
net = (i + 1) * (j + 1) * (l + 1) - i * j * l
three_sum = np.einsum("i,j,l,ijl->", p, p, p, net.astype(float))
assert abs(three_sum - three_factor) < 1e-8
ratio_mixed = (1 - three_share) * ratio + three_share * three_factor

# Instrument broadening hides part of the thermal growth
warm_width = zero_width * ratio
seen_cold = observed_width(zero_width, instrument)
seen_warm = observed_width(warm_width, instrument)
assert seen_warm / seen_cold < ratio

print(f"phonon wavenumber: {wavenumber:.0f} cm^-1")
print(f"phonon energy w0: {w0:.2f} meV")
print(f"energy of each product phonon: {w0 / 2:.2f} meV")
print(f"temperature: {temperature:.0f} K")
print(f"thermal energy kT: {kt:.2f} meV")
print(f"exponent w0/(2kT): {w0 / (2 * kt):.4f} (no unit)")
print(f"occupation n(w0/2): {n_half:.4f} (no unit)")
print(f"width ratio G(300 K)/G(0): {ratio:.4f} (no unit)")
print(f"factor from exact dynamics: {factor_equal:.4f} (no unit)")
print(f"decay-only factor (1+n)^2: {(1 + n_half)**2:.3f} (no unit)")
print(f"reverse factor n^2: {n_half**2:.3f} (no unit)")
print(f"occupation at w0, thermal sum: {n_optical:.4f} (no unit)")
print(f"occupation at w0, from balance: {balance:.4f} (no unit)")
print(f"classical ratio 4kT/w0: {4 * kt / w0:.3f} (no unit)")
print(f"ratio at 77 K: {ratio_law(w0, 77):.3f} (no unit)")
print(f"ratio at 400 K: {ratio_law(w0, 400):.3f} (no unit)")
print(f"chosen width at T=0: {zero_width:.3f} meV")
print(f"chosen width at T=0: {zero_width / MEV_PER_CM:.2f} cm^-1")
print(f"width at 300 K: {warm_width:.3f} meV")
print(f"width at 300 K: {warm_width / MEV_PER_CM:.2f} cm^-1")
print(f"lifetime at T=0: {HBAR / zero_width:.2f} ps")
print(f"lifetime at 300 K: {HBAR / warm_width:.2f} ps")
print(f"continuum decay rate, T=0: {rate_cold:.4f} meV")
print(f"continuum spectral width, T=0: {width_cold:.4f} meV")
print(f"continuum decay rate, 300 K: {rate_warm:.4f} meV")
print(f"continuum spectral width, 300 K: {width_warm:.4f} meV")
print(f"unequal split, lower energy share: {100 * split:.0f} %")
print(f"ratio for unequal split: {ratio_unequal:.3f} (no unit)")
print(f"unequal split, exact dynamics: {factor_unequal:.3f} (no unit)")
print(f"occupation n(w0/3): {n_third:.4f} (no unit)")
print(f"three-phonon decay factor: {three_factor:.3f} (no unit)")
print(f"three-phonon share at T=0: {100 * three_share:.0f} %")
print(f"ratio with three-phonon share: {ratio_mixed:.3f} (no unit)")
print(f"instrument width (Gaussian): {instrument:.2f} meV")
print(f"observed width at T=0: {seen_cold:.3f} meV")
print(f"observed width at 300 K: {seen_warm:.3f} meV")
print(f"observed ratio: {seen_warm / seen_cold:.3f} (no unit)")
print(f"laser heating: {heating:.0f} K")
hot_ratio = ratio_law(w0, temperature + heating)
print(f"ratio with laser heating: {hot_ratio:.3f} (no unit)")
stiff_ratio = ratio_law(1.01 * w0, temperature)
print(f"ratio with w0 raised by 1 %: {stiff_ratio:.3f} (no unit)")
print("every check passed")
```

It prints:

```
phonon wavenumber: 520 cm^-1
phonon energy w0: 64.47 meV
energy of each product phonon: 32.24 meV
temperature: 300 K
thermal energy kT: 25.85 meV
exponent w0/(2kT): 1.2469 (no unit)
occupation n(w0/2): 0.4033 (no unit)
width ratio G(300 K)/G(0): 1.8066 (no unit)
factor from exact dynamics: 1.8066 (no unit)
decay-only factor (1+n)^2: 1.969 (no unit)
reverse factor n^2: 0.163 (no unit)
occupation at w0, thermal sum: 0.0900 (no unit)
occupation at w0, from balance: 0.0900 (no unit)
classical ratio 4kT/w0: 1.604 (no unit)
ratio at 77 K: 1.016 (no unit)
ratio at 400 K: 2.292 (no unit)
chosen width at T=0: 0.150 meV
chosen width at T=0: 1.21 cm^-1
width at 300 K: 0.271 meV
width at 300 K: 2.19 cm^-1
lifetime at T=0: 4.39 ps
lifetime at 300 K: 2.43 ps
continuum decay rate, T=0: 0.1505 meV
continuum spectral width, T=0: 0.1505 meV
continuum decay rate, 300 K: 0.2725 meV
continuum spectral width, 300 K: 0.2725 meV
unequal split, lower energy share: 35 %
ratio for unequal split: 1.964 (no unit)
unequal split, exact dynamics: 1.964 (no unit)
occupation n(w0/3): 0.7714 (no unit)
three-phonon decay factor: 5.100 (no unit)
three-phonon share at T=0: 3 %
ratio with three-phonon share: 1.905 (no unit)
instrument width (Gaussian): 0.10 meV
observed width at T=0: 0.202 meV
observed width at 300 K: 0.306 meV
observed ratio: 1.513 (no unit)
laser heating: 20 K
ratio with laser heating: 1.901 (no unit)
ratio with w0 raised by 1 %: 1.793 (no unit)
every check passed
```
